# Pendellösung period of silicon 220 for sigma-polarized X-rays: test program

```python
"""Pendelloesung period of silicon 220, symmetric Laue case, sigma polarization.

Result under test: I_h(t) = sin^2(pi t / Lambda) at the exact Bragg angle,
    Lambda = pi V cos(theta) / (r_e wavelength |F|).
t: plate thickness; V: conventional cubic cell volume; theta: Bragg angle;
r_e: classical electron radius; F: structure factor of the eight-atom cell.
chi is the electric susceptibility and k the vacuum wave number.
Lengths are in angstrom unless a name or label says otherwise.
The independent check diagonalizes the wave equation with eight beams.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import eigh, toeplitz
from scipy.optimize import minimize_scalar
from scipy.special import itj0y0, jn_zeros
from pyscf import dft, gto, scf

# Given data and rough material parameters
wavelength = 0.709
F_given = 69.0
B_thermal = 0.5       # rough Debye-Waller parameter, angstrom^2
f_prime = 0.08        # rough dispersion correction, electrons per atom
f_second = 0.07       # rough absorption correction, electrons per atom

a = const.physical_constants["lattice parameter of silicon"][0] * 1e10
r_e = const.physical_constants["classical electron radius"][0] * 1e10
bohr = const.physical_constants["Bohr radius"][0] * 1e10
V = a**3
d = a / np.sqrt(8)
theta = np.arcsin(wavelength / (2 * d))
k = 2 * np.pi / wavelength
h = 2 * np.pi / d

# Phase sum over the atoms of the diamond structure
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
atoms = np.vstack([fcc, fcc + 0.25])
phase_sum = np.exp(2j * np.pi * atoms @ np.array([2, 2, 0])).sum()
assert abs(phase_sum - 8) < 1e-12

# Susceptibility per electron density, from the driven free electron
prefactor = r_e * wavelength**2 / (np.pi * V)
omega = 2 * np.pi * const.c / (wavelength * 1e-10)
response = const.e**2 / (const.epsilon_0 * const.m_e * omega**2)
assert abs(response / (V * 1e-30) / prefactor - 1) < 1e-7
chi_h = prefactor * F_given
period = np.pi * V * np.cos(theta) / (r_e * wavelength * F_given)

# Free-atom form factor from a spherically averaged Hartree-Fock density
atom = gto.M(atom="Si 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
mf = scf.UHF(atom)
mf.max_cycle = 200
mf.kernel()
assert mf.converged
density_matrix = np.asarray(mf.make_rdm1()).sum(axis=0)
grid = dft.gen_grid.Grids(atom)
grid.level = 4
grid.build()
ao = dft.numint.eval_ao(atom, grid.coords)
rho = np.sum((ao @ density_matrix) * ao, axis=1)
radius = np.linalg.norm(grid.coords, axis=1)


def form_factor(q):
    """Spherically averaged form factor; q in inverse angstrom."""
    return np.sum(grid.weights * rho * np.sinc(q * bohr * radius / np.pi))


assert abs(form_factor(0.0) - 14) < 1e-3
F_atom = 8 * form_factor(h)
assert abs(F_atom / F_given - 1) < 0.05

# Fourier coefficients of chi along the 220 row
F_row = np.array([8 * form_factor(n * h) for n in range(8)])
F_row[1] = F_given
orders = np.arange(-3, 5)
i_forward, i_diffracted = 3, 4


def sigma_modes(offset=0.0, absorbing=False):
    """Normal wave numbers and beam amplitudes for an angular offset."""
    chi = -prefactor * F_row.astype(complex)
    if absorbing:
        chi = chi + 1j * prefactor * 8 * f_second
    kx = -k * np.sin(theta + offset) + orders * h
    matrix = np.diag(k**2 - kx**2) + k**2 * toeplitz(chi, chi)
    q2, vectors = np.linalg.eig(matrix)
    q = np.where(q2.real < 0, 1j * np.sqrt(-q2), np.sqrt(q2))
    order = np.argsort(-q2.real)
    return q[order], vectors[:, order]


def diffracted_intensity(t, modes):
    """Diffracted intensity at depth t for unit incident amplitude."""
    q, vectors = modes
    entrance = np.zeros(len(orders), complex)
    entrance[i_forward] = 1
    weights = np.linalg.solve(vectors, entrance)
    return abs(vectors[i_diffracted] @ (weights * np.exp(1j * q * t)))**2


# Period from mode splitting and from the first return to zero intensity
modes = sigma_modes()
period_modes = 2 * np.pi / abs((modes[0][0] - modes[0][1]).real)
assert abs(period_modes / period - 1) < 1e-4
first_zero = minimize_scalar(
    lambda t: diffracted_intensity(t, modes),
    bounds=(0.7 * period, 1.3 * period), method="bounded",
    options={"xatol": 0.5}).x
assert abs(first_zero / period - 1) < 1e-4

# Thickness dependence, on and off the Bragg angle
thicknesses = np.linspace(0, 2 * period, 41)
delta_unit = chi_h / np.sin(2 * theta)
for eta in (0.0, 0.5, 1.0):
    shifted = sigma_modes(eta * delta_unit)
    numeric = np.array([diffracted_intensity(t, shifted)
                        for t in thicknesses])
    root = np.sqrt(1 + eta**2)
    formula = np.sin(np.pi * thicknesses * root / period)**2 / root**2
    assert np.max(abs(numeric - formula)) < 2e-4
period_offset = 2 * np.pi / abs((shifted[0][0] - shifted[0][1]).real)
assert abs(period_offset * np.sqrt(2) / period - 1) < 1e-4

# Pi polarization, from the equation for the magnetic field
kx = -h / 2 + orders * h
inverse_eps = np.linalg.inv(np.eye(8) + toeplitz(-prefactor * F_row))
inverse_eps = (inverse_eps + inverse_eps.T) / 2
operator = k**2 * np.eye(8) - kx[:, None] * inverse_eps * kx[None, :]
q_pi = np.sqrt(eigh(operator, inverse_eps, eigvals_only=True)[-2:])
period_pi = 2 * np.pi / (q_pi[1] - q_pi[0])
assert abs(period_pi * np.cos(2 * theta) / period - 1) < 1e-4

# Angle-integrated intensity: direct quadrature against the Bessel law
eta_max = 400.0
eta_grid = np.linspace(0, eta_max, 800001)
for A in np.pi * np.array([0.3, 1.0, 2.0]):
    integrand = np.sin(A * np.sqrt(1 + eta_grid**2))**2 / (1 + eta_grid**2)
    # Beyond eta_max the sine squared is replaced by its mean, one half.
    direct = 2 * simpson(integrand, x=eta_grid) + np.arctan(1 / eta_max)
    assert abs(direct - np.pi / 2 * itj0y0(2 * A)[0]) < 1e-5
maxima = jn_zeros(0, 5)[::2] * period / (2 * np.pi)

# Absorption: attenuation, fringe period and residual intensity
mu = k * prefactor * 8 * f_second
absorbing_modes = sigma_modes(absorbing=True)
q_abs = absorbing_modes[0]
period_abs = 2 * np.pi / abs((q_abs[0] - q_abs[1]).real)
assert abs(period_abs / period - 1) < 1e-4
numeric = np.array([diffracted_intensity(t, absorbing_modes)
                    for t in thicknesses])
argument = np.pi * thicknesses / period * (1 - 8j * f_second / F_given)
formula = (np.exp(-mu * thicknesses / np.cos(theta))
           * abs(np.sin(argument))**2)
assert np.max(abs(numeric - formula)) < 2e-4
loss = 1 - np.exp(-mu * period / np.cos(theta))

# Thermal motion and dispersion, if the given F is a static value
s = 1 / (2 * d)
thermal_factor = np.exp(-B_thermal * s**2)
period_thermal = period / thermal_factor
F_corrected = (F_given + 8 * f_prime) * thermal_factor
period_corrected = period * F_given / F_corrected

# Wavelength change that moves the Bragg angle by the unit offset
band = 2 * d * np.sin(theta + delta_unit) / wavelength - 1
assert abs(band * np.tan(theta) / delta_unit - 1) < 1e-4
assert abs(period * 1e-4 - 36) < 0.5

um = 1e-4
arcsec = np.degrees(1) * 3600
print(f"Wavelength: {wavelength:.3f} angstrom")
print(f"Given structure-factor modulus: {F_given:.1f} electrons per cell")
print(f"Silicon lattice parameter: {a:.5f} angstrom")
print(f"Cell volume: {V:.3f} angstrom^3")
print(f"Classical electron radius: {r_e:.5e} angstrom")
print(f"Spacing of 220 planes: {d:.5f} angstrom")
print(f"Phase sum of eight atoms: {phase_sum.real:.3f} (no unit)")
print(f"sin(theta): {np.sin(theta):.5f} (no unit)")
print(f"cos(theta): {np.cos(theta):.5f} (no unit)")
print(f"Bragg angle: {np.degrees(theta):.3f} degree")
print(f"Modulus of chi_h: {chi_h:.4e} (no unit)")
print(f"Period, formula: {period:.4e} angstrom")
print(f"Period, formula: {period * um:.3f} micrometre")
print(f"Period, eight-beam modes: {period_modes * um:.3f} micrometre")
print(f"First zero, eight beams: {first_zero * um:.3f} micrometre")
print(f"First maximum, half period: {period * um / 2:.3f} micrometre")
for t_um in (9, 18, 27, 36):
    value = diffracted_intensity(t_um / um, modes)
    print(f"Diffracted fraction at {t_um} micrometre: {value:.4f} (no unit)")
print(f"Angular offset for eta = 1: {delta_unit * arcsec:.3f} arcsec")
print(f"Period at eta = 1: {period_offset * um:.3f} micrometre")
print(f"Relative wavelength shift for eta = 1: {band:.3e} (no unit)")
print(f"cos(2 theta): {np.cos(2 * theta):.5f} (no unit)")
print(f"Period, pi polarization: {period_pi * um:.3f} micrometre")
for number, t_max in enumerate(maxima, 1):
    print(f"Angle-integrated maximum {number}: {t_max * um:.3f} micrometre")
print(f"Spacing of maxima 1 and 2: {(maxima[1]-maxima[0])*um:.3f} micrometre")
print(f"Spacing of maxima 2 and 3: {(maxima[2]-maxima[1])*um:.3f} micrometre")
print(f"Hartree-Fock free-atom F: {F_atom:.2f} electrons per cell")
print(f"Rough thermal parameter B: {B_thermal:.1f} angstrom^2")
print(f"Thermal amplitude factor: {thermal_factor:.4f} (no unit)")
print(f"Period with thermal factor: {period_thermal * um:.2f} micrometre")
print(f"Rough f': {f_prime:.2f} electrons per atom")
print(f"F with f' and thermal factor: {F_corrected:.2f} electrons per cell")
print(f"Period with both corrections: {period_corrected*um:.2f} micrometre")
print(f"Rough f'': {f_second:.2f} electrons per atom")
print(f"Linear absorption coefficient: {mu * 1e8:.2f} cm^-1")
print(f"Mean absorption loss in one period: {100 * loss:.2f} percent")
print(f"Period with absorption: {period_abs * um:.3f} micrometre")
print("PASS")
```

Printed output:

```
Wavelength: 0.709 angstrom
Given structure-factor modulus: 69.0 electrons per cell
Silicon lattice parameter: 5.43102 angstrom
Cell volume: 160.193 angstrom^3
Classical electron radius: 2.81794e-05 angstrom
Spacing of 220 planes: 1.92016 angstrom
Phase sum of eight atoms: 8.000 (no unit)
sin(theta): 0.18462 (no unit)
cos(theta): 0.98281 (no unit)
Bragg angle: 10.639 degree
Modulus of chi_h: 1.9421e-06 (no unit)
Period, formula: 3.5879e+05 angstrom
Period, formula: 35.879 micrometre
Period, eight-beam modes: 35.879 micrometre
First zero, eight beams: 35.879 micrometre
First maximum, half period: 17.939 micrometre
Diffracted fraction at 9 micrometre: 0.5026 (no unit)
Diffracted fraction at 18 micrometre: 1.0000 (no unit)
Diffracted fraction at 27 micrometre: 0.4921 (no unit)
Diffracted fraction at 36 micrometre: 0.0001 (no unit)
Angular offset for eta = 1: 1.104 arcsec
Period at eta = 1: 25.370 micrometre
Relative wavelength shift for eta = 1: 2.849e-05 (no unit)
cos(2 theta): 0.93183 (no unit)
Period, pi polarization: 38.504 micrometre
Angle-integrated maximum 1: 13.732 micrometre
Angle-integrated maximum 2: 49.415 micrometre
Angle-integrated maximum 3: 85.260 micrometre
Spacing of maxima 1 and 2: 35.683 micrometre
Spacing of maxima 2 and 3: 35.844 micrometre
Hartree-Fock free-atom F: 69.64 electrons per cell
Rough thermal parameter B: 0.5 angstrom^2
Thermal amplitude factor: 0.9667 (no unit)
Period with thermal factor: 37.12 micrometre
Rough f': 0.08 electrons per atom
F with f' and thermal factor: 67.32 electrons per cell
Period with both corrections: 36.77 micrometre
Rough f'': 0.07 electrons per atom
Linear absorption coefficient: 13.97 cm^-1
Mean absorption loss in one period: 4.97 percent
Period with absorption: 35.879 micrometre
PASS
```
